# How Linewidth Variance Divides Between Segment Roughness and Segment Averages

## Two measurements of the same line

Suppose that two laboratories measure lines from the same process. One uses segments 100 nm long, the other segments 500 nm long. Each computes the variance of the width inside a segment, averages over many segments, and quotes three times the square root as the linewidth roughness. For the model line treated below, the first obtains 4.95 nm and the second 5.76 nm. Read as properties of the process, these numbers say that the second laboratory has rougher lines. Yet the lines are statistically identical.

The missing variance in the shorter segments has gone into the differences between their average widths. A comparison needs both parts. For stationary fluctuations their sum does not depend on segment length, although each part generally does.

## Definitions and assumptions

Let $w(y)$ be the local linewidth at position $y$ along a line. Expectations, written $E[\cdot]$, are taken over an ensemble of lines. Assume a finite variance, a constant mean and a covariance that depends on separation alone:

$$E[w(y)]=g,\qquad E[(w(y)-g)(w(y')-g)]=C(y-y').$$

The total variance is $\sigma^2=C(0)$. No Gaussian distribution is assumed. If $w$ is a measured width, $\sigma^2$ includes the variance of any independent measurement noise as well as that of the line itself.

Place a segment $0\le y\le L$ without regard to the widths it contains. Choosing segments because they look narrow or wide would change the ensemble, and the expectations above would no longer apply. The segment average and the variance inside the segment are

$$m=\frac1L\int_0^L w\,dy,\qquad v=\frac1L\int_0^L(w-m)^2dy.$$

The variance $v$ is taken about the segment's own mean and normalized by the full length. Define

$$W=E[v],\qquad V=\operatorname{Var}(m).$$

The claim is $W+V=\sigma^2$ for every $L>0$.

## The proof

Start from the deviation from the ensemble mean and insert the segment mean:

$$w-g=(w-m)+(m-g).$$

Square this and average over the segment. Since $m-g$ does not depend on $y$, it can be taken outside the integrals:

$$\frac1L\int_0^L(w-g)^2dy=v+\frac{2(m-g)}L\int_0^L(w-m)\,dy+(m-g)^2.$$

The middle integral vanishes by the definition of $m$:

$$\int_0^L(w-m)\,dy=Lm-Lm=0.$$

Therefore, for each individual segment,

$$\frac1L\int_0^L(w-g)^2dy=v+(m-g)^2.\tag{1}$$

Now take the expectation. On the left, expectation and integration may be exchanged because the integrand is nonnegative, and the local variance is $\sigma^2$ at every position:

$$\frac1L\int_0^L E[(w-g)^2]\,dy=\frac1L\int_0^L\sigma^2dy=\sigma^2.$$

On the right, $E[m]=L^{-1}\int_0^L g\,dy=g$, so $E[(m-g)^2]$ is the variance of $m$. Hence

$$\boxed{W+V=\sigma^2.}\tag{2}$$

Equation (2) concerns expectations. The quantity $v+(m-g)^2$ for one segment still varies from segment to segment.

A two-state line gives a non-Gaussian check. Its width is 18 or 21 nm, and between successive samples it switches up with probability 0.10 and down with probability 0.30. If $p$ is the stationary probability of the wide state, balance requires $0.30p=0.10(1-p)$, so $p=0.25$. The variance is $(3\ \mathrm{nm})^2(0.25)(0.75)=1.6875\ \mathrm{nm}^2$. Summing over every possible sequence of ten samples gives $W=1.1383$ and $V=0.5492\ \mathrm{nm}^2$, whose sum is the same 1.6875 nm². With two samples the parts are 0.3375 and 1.3500 nm²: a different division of the same total.

## What stationarity contributes

Let the local mean be $\mu(y)$ instead of a constant, and let $\bar\mu$ be its average over the segment. Then $E[m]=\bar\mu$. Repeating the split with $\bar\mu$ in place of $g$ gives

$$W+V=\frac1L\int_0^L E[(w-\bar\mu)^2]\,dy.$$

Write $w-\bar\mu=(w-\mu)+(\mu-\bar\mu)$. The cross term has zero expectation because $E[w-\mu]=0$ at each position. What remains is

$$W+V=\frac1L\int_0^L\operatorname{Var}[w(y)]\,dy+\frac1L\int_0^L(\mu-\bar\mu)^2dy.\tag{3}$$

The first term is the average local variance; the second is the spatial variation of the mean. Constant mean and variance are thus sufficient for (2). A covariance depending on separation alone adds something else: $W$ and $V$ are then separately the same wherever the segment is placed.

To see (3) at work, start every two-state line in the wide state. Over ten samples the average local variance is 1.7352 nm² and the variation of the mean contributes 0.4784 nm². Their sum, 2.2136 nm², differs from the stationary total of 1.6875 nm². Of the excess of 0.5261 nm², the systematic change of the mean width along the line supplies 0.4784 nm². The remaining 0.0477 nm² arises because the average local variance also differs from its stationary value.

## How correlation divides the variance

The identity does not say how large either part is. For that, write the variance of the mean as a double integral:

$$V=E\left[\left(\frac1L\int_0^L(w-g)\,dy\right)^2\right]=\frac1{L^2}\int_0^L\!\int_0^L C(y-y')\,dy\,dy'.$$

Change one variable to the separation $s=y-y'$. For given $s$ between $-L$ and $L$, the other position can range over a length $L-|s|$. Since $C(s)=C(-s)$,

$$V=\frac1{L^2}\int_{-L}^{L}(L-|s|)C(s)\,ds=\frac2L\int_0^L\left(1-\frac sL\right)C(s)\,ds.\tag{4}$$

The within-segment part can be found without invoking (2). For two positions in one segment, write $w=w(y)$ and $w'=w(y')$. Expanding the square gives

$$\frac1{2L^2}\iint(w-w')^2dy\,dy'=\frac1L\int w^2dy-m^2=v,$$

because the two squared terms are equal after integration and the product term gives $m^2$. The expected squared difference is

$$E[(w-w')^2]=\sigma^2+\sigma^2-2C(y-y').$$

Consequently,

$$W=\frac1{L^2}\int_0^L\!\int_0^L[\sigma^2-C(y-y')]\,dy\,dy'.\tag{5}$$

Thus $W$ measures how different two points in the same segment are, while $V$ measures how much they vary together. Adding (4) and (5) cancels the covariance and recovers the total.

## The same division in spatial frequency

Let $S(f)$ be the two-sided spectral density, with

$$C(s)=\int_{-\infty}^{\infty}S(f)e^{2\pi ifs}df,\qquad \int_{-\infty}^{\infty}S(f)\,df=\sigma^2.$$

Insert this in the double integral for $V$. The integrals over $y$ and $y'$ are complex conjugates, so their product is

$$\frac1{L^2}\left|\int_0^L e^{2\pi ify}dy\right|^2=\left|\frac{e^{2\pi ifL}-1}{2\pi ifL}\right|^2.$$

Since $e^{2\pi ifL}-1=2i\,e^{i\pi fL}\sin(\pi fL)$, this equals $\operatorname{sinc}^2(fL)$ with $\operatorname{sinc}(x)=\sin(\pi x)/(\pi x)$. Therefore

$$V=\int S(f)\operatorname{sinc}^2(fL)\,df,\qquad W=\int S(f)[1-\operatorname{sinc}^2(fL)]\,df.\tag{6}$$

Fluctuations with wavelengths much longer than $L$ move the whole segment average and go mainly into $V$. Those with much shorter wavelengths largely average out of $m$ and go mainly into $W$. The two weights add to one at each frequency.

The division need not change monotonically with length. Consider a wave of fixed frequency and random phase,

$$w=g+\sqrt2\,\sigma\cos(2\pi f_0y+\phi),$$

with $\phi$ uniform over one period. Averaging over phase gives $C(s)=\sigma^2\cos(2\pi f_0s)$. Its spectrum consists of equal contributions at $\pm f_0$, so $V=\sigma^2\operatorname{sinc}^2(f_0L)$. At $L=1/f_0$ each segment contains a full period and $V=0$. At $L=3/(2f_0)$, half a period is left uncancelled and $V=4\sigma^2/(9\pi^2)$. The longer segment has the larger variance of its mean, but the sum remains $\sigma^2$.

## Exponentially decaying correlation

Take $C(s)=\sigma^2e^{-|s|/\xi}$, where $\xi$ is the correlation length, and put $x=L/\xi$. Two elementary integrals are needed:

$$\int_0^L e^{-s/\xi}ds=\xi(1-e^{-x}),$$

$$\int_0^L s\,e^{-s/\xi}ds=\xi^2[1-(1+x)e^{-x}].$$

The second follows by integration by parts. Equation (4) becomes

$$V=2\sigma^2\left[\frac{1-e^{-x}}x-\frac{1-(1+x)e^{-x}}{x^2}\right].$$

Over the common denominator $x^2$, the numerator is $x-xe^{-x}-1+e^{-x}+xe^{-x}$. The terms in $xe^{-x}$ cancel, leaving

$$V=\frac{2\sigma^2}{x^2}(x-1+e^{-x}),\qquad W=\sigma^2-V.\tag{7}$$

For a short segment, expand $e^{-x}$ through fourth order:

$$V\simeq\sigma^2\left(1-\frac x3+\frac{x^2}{12}\right),\qquad W\simeq\frac{\sigma^2x}{3}\left(1-\frac x4\right).$$

The width hardly changes within such a segment, so most of the variance appears between segments. At $x=0.01$ the leading law for $W$ should be too large by about 0.25%; the numerical ratio of $W$ to that law is 0.9975.

For a long segment the exponential is negligible and

$$V\simeq\frac{2\sigma^2\xi}{L}\left(1-\frac\xi L\right).$$

To leading order this is the variance of an average over $L/(2\xi)$ independent values. At $L=100\xi$ the correction factor is 0.99, in agreement with the numerical ratio.

## Worked example

Choose $g=30$ nm, $\sigma=2$ nm and $\xi=20$ nm. These are round model parameters. The total variance is 4 nm², and $3\sigma=6$ nm. For $L=100$ nm, $x=100/20=5$, so

$$V=\frac{2(4\ \mathrm{nm}^2)}{25}(5-1+e^{-5})=1.282\ \mathrm{nm}^2,$$

$$W=4.000-1.282=2.718\ \mathrm{nm}^2.$$

The same calculation at four lengths gives:

| $L$ (nm) | $W$ (nm²) | $V$ (nm²) | $3\sqrt W$ (nm) | $3\sqrt V$ (nm) |
|---:|---:|---:|---:|---:|
| 20 | 1.057 | 2.943 | 3.08 | 5.15 |
| 100 | 2.718 | 1.282 | 4.95 | 3.40 |
| 500 | 3.693 | 0.307 | 5.76 | 1.66 |
| 2000 | 3.921 | 0.079 | 5.94 | 0.84 |

The two parts are equal at $L\simeq51$ nm, about 2.6 correlation lengths. Below this length, differences between segment averages dominate; above it, variation inside segments does.

The last two columns must be combined in quadrature. At 100 nm, $(4.95^2+3.40^2)^{1/2}\simeq6.0$ nm, whereas their direct sum is about 8.3 nm. Variances add; standard deviations and their threefold values do not.

The approach of the within-segment roughness to its limit is slow. For $L\gg\xi$, $W\simeq\sigma^2(1-2\xi/L)$, and expanding the square root gives $3\sqrt W\simeq3\sigma(1-\xi/L)$. At 500 nm the predicted deficit is 4% relative to $3\sigma$, close to the calculated 3.9%. In this model a segment of 25 correlation lengths still understates the full roughness by that amount if $V$ is omitted. The figure, like the linear growth of $W$ at short lengths and the crossing at 2.6 correlation lengths, belongs to exponential correlation, which real lines need not follow. By (4), a long segment has $V\simeq(2/L)\int_0^\infty C(s)\,ds$ when that integral converges; a covariance with a slowly decaying tail approaches the limit more slowly.

## One finite record

Measured data have a version of the identity that needs no ensemble. Cut a record completely into $M$ equal segments of $N$ samples. Let $w_{ji}$ be sample $i$ of segment $j$, $m_j$ the segment mean and $\bar w$ the grand mean. The split used in the proof gives

$$\frac1{MN}\sum_{j,i}(w_{ji}-\bar w)^2=\frac1M\sum_jv_j+\frac1M\sum_j(m_j-\bar w)^2.\tag{8}$$

The cross term vanishes because $\sum_i(w_{ji}-m_j)=0$ in each segment. Here $v_j$ is divided by $N$, and the variance of the segment means by $M$.

A simulated Gaussian record of four million samples, spaced by 1 nm, has a variance of 4.016 nm². Cut into 100 nm segments, it gives $2.716+1.300=4.016\ \mathrm{nm}^2$. The sum reproduces the variance of this record, not the model value of 4.

Is the excess of 0.4% reasonable? For a Gaussian process the covariance of $(w-g)^2$ at separation $s$ is $2C(s)^2$. Over a long record of length $T$, the variance of its average is therefore approximately

$$\frac1T\int_{-\infty}^{\infty}2\sigma^4e^{-2|s|/\xi}ds=\frac{2\sigma^4\xi}{T}.$$

The relative standard error is $\sqrt{2\xi/T}$. With $T=4\times10^6$ nm it is about 0.3%, so the excess is an ordinary sampling fluctuation. Agreement in (8) checks the bookkeeping; it does not show that the record represents the ensemble.

## Estimators that change the sum

**Division by $N-1$.** This multiplies each within-segment variance by $N/(N-1)$. The expected sum becomes

$$\frac{N}{N-1}W+V=\sigma^2+\frac{W}{N-1}.$$

For ten samples of the two-state line this is $1.6875+1.1383/9=1.8140\ \mathrm{nm}^2$. The usual correction is designed for independent samples: then $V=\sigma^2/N$, $W=\sigma^2(N-1)/N$, and the corrected within-segment variance already equals $\sigma^2$ in expectation. Adding $V$ to it counts that part twice.

**Removal of a slope.** Let $t_i$ be the sample positions measured from the segment centre, so $\sum_it_i=0$. The least-squares slope is $b=\sum_it_iw_i/\sum_it_i^2$. Expanding the mean squared residual gives

$$\frac1N\sum_i(w_i-m-bt_i)^2=v-\frac{2b}N\sum_it_iw_i+\frac{b^2}N\sum_it_i^2.$$

The definition of $b$ turns the middle term into $-2b^2\sum_it_i^2/N$. Thus

$$\frac1N\sum_i(w_i-m-bt_i)^2=v-\frac{b^2}{N}\sum_it_i^2.\tag{9}$$

Even a stationary line has random slopes in finite segments. Removing them lowers the ten-sample sum from 1.6875 to 1.3392 nm², a loss of 21% relative to the total. If a real instrumental drift is present, slope removal may be needed, but it also removes genuine roughness, chiefly at wavelengths comparable with the segment length. Much longer wavelengths lie mainly in $V$ and are hardly affected.

## Differences between whole lines

Suppose each line has an additional constant offset $A$, independent of its other fluctuations, with zero mean and variance $\tau^2$. The offset cancels from $w-m$, so $W$ is unchanged. It moves every segment average by $A$, and independence gives

$$V\rightarrow V+\tau^2,\qquad \sigma^2\rightarrow\sigma^2+\tau^2.$$

With an offset of standard deviation 1 nm, the ten-sample value of $V$ rises from 0.5492 to 1.5492 nm², while $W$ stays at 1.1383 nm².

The widths are still stationary and (2) still holds over the ensemble. But $A$ is the same everywhere on one line, so segments cut from that line cannot reveal $\tau^2$, however long the line is. Replacing ensemble averages by averages along one line requires ergodicity, which this offset destroys. To measure the full variance, segments must be sampled from many lines.

The numerical output gives the computed values of $W$ and $V$ to more digits.

## Numbers as computed

```
Two-state widths: 18.0, 21.0 nm
Switch probabilities up, down: 0.10, 0.30
Two-state total variance: 1.687500 nm^2
N=1: W=0.000000, V=1.687500 nm^2
N=2: W=0.337500, V=1.350000 nm^2
N=5: W=0.804384, V=0.883116 nm^2
N=10: W=1.138297, V=0.549203 nm^2
N=10 sum with N-1 normalization: 1.813977 nm^2
N=10 sum after slope removal: 1.339204 nm^2
Line offset standard deviation: 1.0 nm
With offset: W=1.138297, V=1.549203 nm^2
Nonstationary average local variance: 1.735161 nm^2
Nonstationary mean variation: 0.478395 nm^2
Nonstationary W+V: 2.213557 nm^2
Mean width, sigma, xi: 30.0, 2.0, 20.0 nm
Total variance: 4.000000 nm^2; 3 sigma: 6.0000 nm
Record step: 1.0 nm; samples: 4000000
Record variance: 4.01579 nm^2
L=20 nm: W=1.05696, V=2.94304 nm^2
  3 sqrt(W)=3.0843 nm
  3 sqrt(V)=5.1466 nm
  record W=1.05381, V=2.96198 nm^2
L=100 nm: W=2.71784, V=1.28216 nm^2
  3 sqrt(W)=4.9458 nm
  3 sqrt(V)=3.3970 nm
  record W=2.71581, V=1.29997 nm^2
L=500 nm: W=3.69280, V=0.30720 nm^2
  3 sqrt(W)=5.7650 nm
  3 sqrt(V)=1.6628 nm
  record W=3.70815, V=0.30764 nm^2
L=2000 nm: W=3.92080, V=0.07920 nm^2
  3 sqrt(W)=5.9403 nm
  3 sqrt(V)=0.8443 nm
  record W=3.93729, V=0.07849 nm^2
Length where W=V: 51.1386 nm
W / short-segment law at L=0.2 nm: 0.997505
V / long-segment law at L=2000 nm: 0.990000
```
